# IP-EOM-CCSD from contractions and from a decoupled continuum orbital

## 1. Two electrons

Take H$_2$ in a finite basis, with both electrons in the determinant $|0\rangle$, which fills spin-orbitals 1 and 2. A letter standing as an operator annihilates an electron in that spin-orbital, and a dagger creates one. Indices $i,j,k,l,m,n$ are occupied in $|0\rangle$, $a,b,c,e,f$ are empty, and $p,q,r,s$ are either.

For two electrons CCSD is exact in the basis: $e^T|0\rangle$, with $T=T_1+T_2$, is the ground state, of energy $E$. Now remove one electron. The states $i|0\rangle$ (one hole, 1h) and $a^\dagger ji|0\rangle$ (two holes and one particle, 2h1p) place the remaining electron in each spin-orbital once, so they span the whole one-electron space. There $\bar H=e^{-T}He^{T}$ has the same eigenvalues as $H$, because a similarity transformation preserves them. The ionization energies are therefore

$$\omega_k=\epsilon_k^{\rm core}-E ,$$

where $\epsilon_k^{\rm core}$ are the eigenvalues of the one-electron Hamiltonian and $E$ excludes nuclear repulsion, which cancels. In the 6-31G basis at 0.74 Å the lowest root is 0.595112 hartree by either route, and all 8 roots agree.

With more electrons the 1h and 2h1p states no longer span the ionized space, and $T$ is truncated. The method keeps the same two classes of states and becomes an approximation.

## 2. The projected eigenproblem

Repeated indices are summed. The Hamiltonian is

$$H=h_{pq}\,p^\dagger q+\tfrac14 v_{pqrs}\,p^\dagger q^\dagger s r,\qquad v_{pqrs}=\langle pq||rs\rangle ,$$

and the cluster operators are

$$T_1=t_i^a\,a^\dagger i,\qquad T_2=\tfrac14 t_{ij}^{ab}\,a^\dagger b^\dagger ji .$$

The reference is a closed-shell Hartree–Fock determinant. The CCSD equations state that $\bar H|0\rangle$ has no singly or doubly excited part:

$$\bar H|0\rangle=E|0\rangle+|Q\rangle,\qquad |Q\rangle\ \text{has three or more particles.}$$

The ionized state is written $e^TR|0\rangle$ with

$$R=r_i\,i+\tfrac12 r_{ij}^a\,a^\dagger ji,\qquad r_{ij}^a=-r_{ji}^a .$$

Multiplying the Schrödinger equation by $e^{-T}$ and projecting with $P$ on the 1h and 2h1p determinants gives

$$P\bar HR|0\rangle=(E+\omega)R|0\rangle,\qquad \omega=E(N-1)-E(N).$$

Since $R$ contains no operator that removes a particle, $R|Q\rangle$ still has at least three particles, and $PR|Q\rangle=0$. Hence $PR\bar H|0\rangle=ER|0\rangle$, and subtraction leaves

$$P[\bar H,R]|0\rangle=\omega R|0\rangle .\tag{1}$$

The only non-zero contractions relative to $|0\rangle$ are $m^\dagger$ standing left of $i$, giving $\delta_{mi}$, and $e$ standing left of $a^\dagger$, giving $\delta_{ea}$. In $R\bar H$ the operators $i$ and $a^\dagger$ of $R$ stand on the left, so nothing contracts between the factors. The commutator thus keeps those terms of $\bar HR$ in which $\bar H$ and $R$ are contracted at least once.

## 3. Absorbing $T_1$ in the integrals

Moving operators past each other gives

$$[T_1,i^\dagger]=t_k^a\,a^\dagger(ki^\dagger+i^\dagger k)=t_i^a a^\dagger,\qquad
[T_1,a]=-t_k^b(b^\dagger a+ab^\dagger)k=-t_k^a k .$$

Both results commute with $T_1$, so the expansion of $e^{-T_1}(\cdot)e^{T_1}$ stops after one commutator:

$$i^\dagger\to i^\dagger-t_i^a a^\dagger,\qquad a\to a+t_k^a k,$$

while $a^\dagger$ and $i$ are unchanged. Let $X$ and $Y$ be unit matrices with the added elements $X_{ai}=-t_i^a$ and $Y_{ai}=t_i^a$. Then $e^{-T_1}He^{T_1}$ has the form of $H$ with

$$\tilde h=XhY,\qquad \tilde v_{pqrs}=X_{pp'}X_{qq'}v_{p'q'r's'}Y_{r'r}Y_{s's}.$$

Normal ordering (braces) relative to $|0\rangle$ gives a constant plus

$$\tilde f_{pq}\{p^\dagger q\}+\tfrac14\tilde v_{pqrs}\{p^\dagger q^\dagger sr\},\qquad \tilde f_{pq}=\tilde h_{pq}+\sum_k\tilde v_{pkqk}.$$

The four single contractions of the two-body term are equal and cancel the factor $\tfrac14$.

## 4. Which terms survive

Call each hole or particle a line. $R$ brings 1 line (1h part) or 3 lines (2h1p part), and each $T_2$ brings 4. A Hamiltonian term removes $d$ lines and creates $c$, with $d+c=2$ or 4. The result may have at most 3 lines.

- Two factors of $T_2$ bring at least $8+1$ lines, so $d\ge6$ would be needed. There are no such terms.
- One $T_2$ with $r_m$ needs $5-d+c\le3$. This admits $\tilde f_{me}$, $\tilde v_{mbef}$, $\tilde v_{mnie}$ and $\tilde v_{mnef}$.
- One $T_2$ with $r_{mn}^e$ needs $7-d+c\le3$. This admits $\tilde v_{mnef}$ alone.

So $T_2$ enters at most linearly. The contractions of a Hamiltonian term with $T_2$ are now collected into elements $F$ and $W$, defined like $\tilde f$ and $\tilde v$.

**Both particle lines contracted.** Since $fe\,a^\dagger b^\dagger\to\delta_{ea}\delta_{fb}-\delta_{eb}\delta_{fa}$,

$$\tfrac14\tilde v_{mnef}m^\dagger n^\dagger fe\;T_2\to\tfrac18\tilde v_{mnef}t_{ij}^{ef}\,m^\dagger n^\dagger ji .$$

Comparison with $\tfrac14W_{mnij}m^\dagger n^\dagger ji$ gives

$$W_{mnij}=\tilde v_{mnij}+\tfrac12\tilde v_{mnef}t_{ij}^{ef}.$$

One further hole contraction, for example $n^\dagger$ with $j$, can be chosen in four equal ways, and $\tfrac48=\tfrac12$:

$$F_{mi}=\tilde f_{mi}+\tfrac12\tilde v_{mnef}t_{in}^{ef}.$$

**Both hole lines and one particle line contracted.** The hole contractions leave $\tfrac18\tilde v_{mnef}t_{mn}^{ab}\,fe\,a^\dagger b^\dagger$. Contracting $e$ with $a^\dagger$ leaves $\{fb^\dagger\}=-b^\dagger f$, again in four equal ways. This gives $-\tfrac12\tilde v_{mnef}t_{mn}^{eb}b^\dagger f$. Exchanging the names $e,f$ and reordering both antisymmetric factors yields

$$F_{ae}=\tilde f_{ae}-\tfrac12\tilde v_{mnef}t_{mn}^{af}.$$

**One hole and one particle line contracted.** The equivalent choices cancel both factors $\tfrac14$. Write the amplitude as $t_{jn}^{bf}\,b^\dagger f^\dagger nj$. Moving $f^\dagger$ next to $f$, and then $n$ next to $n^\dagger$, takes two exchanges each, so

$$m^\dagger n^\dagger fe\,b^\dagger f^\dagger nj\to m^\dagger\{eb^\dagger\}j=m^\dagger b^\dagger je .$$

The operator $m^\dagger b^\dagger je$ has coefficient $W_{mbej}$, hence

$$W_{mbej}=\tilde v_{mbej}+\tilde v_{mnef}t_{jn}^{bf}.$$

**Elements that turn one hole into 2h1p.** The operator $m^\dagger b^\dagger ji$ carries $\tfrac12W_{mbij}$. Its contributions are:

- $\tilde f_{me}m^\dagger e\,T_2\to\tfrac12\tilde f_{me}t_{ij}^{eb}m^\dagger b^\dagger ji$;
- $\tfrac12\tilde v_{mbef}m^\dagger b^\dagger fe\,T_2\to\tfrac14\tilde v_{mbef}t_{ij}^{ef}m^\dagger b^\dagger ji$;
- $\tilde v_{mnie}t_{jn}^{be}\,m^\dagger b^\dagger ji$, by the previous pattern with $f\to e$ and $e\to i$.

With $P(ij)Z_{ij}=Z_{ij}-Z_{ji}$ and $t_{ij}^{eb}=-t_{ij}^{be}$,

$$W_{mbij}=\tilde v_{mbij}-F_{me}t_{ij}^{be}+\tfrac12\tilde v_{mbef}t_{ij}^{ef}+P(ij)\tilde v_{mnie}t_{jn}^{be}.$$

By the line count, $F_{me}=\tilde f_{me}$ and $W_{mnie}=\tilde v_{mnie}$ acquire no $T_2$ part here.

## 5. The 1h equation

Three contractions end in a single hole.

1. $F_{mi}\{m^\dagger i\}\,r_kk=-F_{mi}r_k\,i\,m^\dagger k\to-F_{mi}r_m\,i$.
2. $F_{me}m^\dagger e\cdot\tfrac12r_{kl}^a a^\dagger lk\to\tfrac12F_{me}(r_{km}^e\,k-r_{ml}^e\,l)=F_{me}r_{im}^e\,i$.
3. $\tfrac12W_{mnie}m^\dagger n^\dagger ei\cdot\tfrac12r_{kl}^a a^\dagger lk$. Passing $a^\dagger$ over $i$ gives a minus sign, and passing $i$ to the far left over $m^\dagger n^\dagger$ gives none. The contraction $m^\dagger n^\dagger lk\to\delta_{mk}\delta_{nl}-\delta_{nk}\delta_{ml}$ supplies a factor 2, so the result is $-\tfrac12W_{mnie}r_{mn}^e\,i$.

Therefore

$$\boxed{\;\omega r_i=-F_{mi}r_m+F_{me}r_{im}^e-\tfrac12W_{mnie}r_{mn}^e\;}\tag{2}$$

If $T$ and the 2h1p amplitudes are dropped, then $F_{mi}=\epsilon_i\delta_{mi}$ in canonical orbitals and $\omega=-\epsilon_i$, which is Koopmans' estimate.

The diagonal element also has a direct meaning. The $T_2$ part of the correlation energy is $\tfrac14v_{mnef}t_{mn}^{ef}$, and the terms containing a given orbital $h$ add up to $\tfrac12v_{hnef}t_{hn}^{ef}$. This is the $T_2$ part of $F_{hh}$. In $-F_{hh}$ it appears with reversed sign, as pair correlation lost when $h$ is emptied.

## 6. The 2h1p equation

Each result is now compared with $\tfrac12\omega r_{ij}^a\,a^\dagger ji$.

1. $\tfrac12W_{maij}m^\dagger a^\dagger ji\;r_kk$: moving $k$ next to $m^\dagger$ takes three exchanges, giving $-W_{maij}r_m$.
2. $F_{ae}a^\dagger e$ replaces the particle, giving $F_{ae}r_{ij}^e$.
3. $F_{mi}\{m^\dagger i\}$ replaces either hole, each time with the minus sign found in Section 5. The two replacements are equal after renaming and sum to $-F_{mi}r_{mj}^a\,a^\dagger ji$. Antisymmetrized, this gives $-P(ij)F_{mi}r_{mj}^a$.
4. $\tfrac14W_{mnij}m^\dagger n^\dagger ji\cdot\tfrac12r_{kl}^a a^\dagger lk$: the pair $lk$ moves past $ji$ without a sign, and its contraction supplies a factor 2. The result is $\tfrac12W_{mnij}r_{mn}^a$.
5. $W_{maej}m^\dagger a^\dagger je\cdot\tfrac12r_{kl}^c c^\dagger lk\to\tfrac12r_{kl}^eW_{maej}\,m^\dagger a^\dagger jlk$. Contracting $m^\dagger$ with $l$ costs two exchanges, and with $k$ three. The two terms are equal and sum to $W_{maej}r_{im}^e\,a^\dagger ji$, which gives $P(ij)W_{maej}r_{im}^e$.
6. In the last case $\tilde v_{mnef}$ takes all three lines of $R$ and one particle line of $T_2$. Contracting $c^\dagger$ with $e$ or $f$ gives two equal terms, and the holes give another factor 2:

$$\tfrac14\tilde v_{mnef}m^\dagger n^\dagger fe\cdot\tfrac12r_{kl}^c c^\dagger lk\to\tfrac12\tilde v_{mnef}r_{mn}^e\,f=-y_e\,e,\qquad y_e=\tfrac12\tilde v_{mnef}r_{mn}^f .$$

The minus sign comes from exchanging the names $e,f$. The remaining $e$ contracts with $T_2$. This is allowed because $T_2$ commutes with $R$ and can stand next to $e$. The result is $-\tfrac12y_et_{ij}^{ea}a^\dagger ji=\tfrac12y_et_{ij}^{ae}a^\dagger ji$.

For $\tilde v_{mnef}$ with one $T_2$, the lines taken from the 2h1p part of $R$ can be one hole, one particle, two holes, a hole and a particle, or all three. All five cases are included, so

$$\boxed{\begin{aligned}\omega r_{ij}^a={}&-W_{maij}r_m+F_{ae}r_{ij}^e+\tfrac12W_{mnij}r_{mn}^a\\&+P(ij)\left[W_{maej}r_{im}^e-F_{mi}r_{mj}^a\right]+y_et_{ij}^{ae}\end{aligned}}\tag{3}$$

The numerical check builds $\bar H$ directly from creation and annihilation matrices for an H$_4$ cluster without symmetry. The IP matrix from (2) and (3) agrees with it to $3\times10^{-10}$ hartree in every element.

## 7. Cost

Let $o$ and $v$ be the numbers of occupied and virtual spin-orbitals, both proportional to system size $N$. The largest contractions in one product of the matrix with a trial vector are

$$W_{maej}r_{im}^e:\ o^3v^2,\qquad W_{mnij}r_{mn}^a:\ o^4v .$$

Both scale as $N^5$; the others scale as $N^4$ or less. The order of summation matters in the last term of (3). Forming $y_e$ first costs $o^2v^2$ in each of two steps, whereas a single sum over all seven indices would cost $o^4v^3$.

Starting from $o=4$, $v=16$, doubling $o$ and $v$ multiplies the counted operations by 25.0, and by 27.6 on the next doubling. These factors approach the $N^5$ value of 32 from below because the $N^4$ terms still contribute.

The $N^5$ cost applies to each matrix–vector product. Ground-state CCSD and the one-time construction of $W_{mbej}$, $W_{mbij}$ and $W_{mnij}$ scale as $N^6$.

At fixed $T$, integrals with four virtual indices are not needed. Every $\tilde v$ used above, including those inside $\tilde f$, has an occupied index among its first two. Such an index is untouched by the dressing, since $X_{mr}=\delta_{mr}$. The four-virtual integrals still enter through the ground-state amplitudes.

## 8. The same equations from EOM-EE

EOM-EE-CCSD treats excited states with fixed electron number, using

$$R_{\rm EE}=r_0+r_i^a\,a^\dagger i+\tfrac14r_{ij}^{ab}\,a^\dagger b^\dagger ji .$$

Add one empty spin-orbital $x$ that has an energy $e_x$ but no coupling to anything else:

$$H'=H+e_x\,x^\dagger x .$$

It stands for a continuum orbital in which the ejected electron no longer interacts with the ion.

**Ground state.** Keep the old $T$, which does not contain $x$. It commutes with $x^\dagger x$, so

$$\bar H'=\bar H+e_x\,x^\dagger x .$$

Then $\bar H'|0\rangle=\bar H|0\rangle$ has $x$ empty. All projections on determinants containing $x$ vanish, and the old amplitudes solve the enlarged CCSD equations.

**Block structure.** $\bar H'$ conserves $n_x=x^\dagger x$, so the EE matrix has no elements between $n_x=0$ and $n_x=1$. The first block is the ordinary EE problem. In the second, $x$ can occupy either upper position of the doubles amplitude, which turns $\tfrac14$ into $\tfrac12$:

$$r_i^x\,x^\dagger i+\tfrac12r_{ij}^{xa}\,x^\dagger a^\dagger ji=x^\dagger R,\qquad r_i=r_i^x,\quad r_{ij}^a=r_{ij}^{xa}.$$

**Equality of the matrices.** Each term of $\bar H$ has an even number of operators, none of them $x$ or $x^\dagger$, so $[\bar H,x^\dagger]=0$. Also $[x^\dagger x,x^\dagger]=x^\dagger$, and $x^\dagger x$ gives zero on $R|0\rangle$. Hence

$$\bar H'x^\dagger R|0\rangle=x^\dagger(\bar H+e_x)R|0\rangle .\tag{4}$$

The EE determinants with $x$ filled are $x^\dagger|\Phi_\mu\rangle$, where $|\Phi_\mu\rangle$ runs over the 1h and 2h1p determinants. Because $xx^\dagger=1$ on states with $x$ empty, projecting (4) and subtracting $E$ gives

$$\boxed{\;A^{\rm EE}_{\mu\nu}(n_x=1)=A^{\rm IP}_{\mu\nu}+e_x\,\delta_{\mu\nu}\;}\tag{5}$$

With $e_x=0$ the excitation energy into $x$ is the ionization energy. For H$_4$, $e_x=0.300$ hartree moves the lowest root from 0.424002 to 0.724002 hartree.

Equation (5) also explains the lower cost. In the general EE problem, the term with $W_{mbej}$ acts on $r_{im}^{ae}$ and costs $o^3v^3$. Fixing $a=x$ removes one factor $v$. The EE term $W_{abef}r_{ij}^{ef}$, of cost $o^2v^4$, disappears for $a=x$ because no two-electron element has a leg on $x$.

**When the identity fails.** Conservation of $n_x$ is not sufficient. Suppose an electron in $x$ repels each electron of the highest occupied pair of H$_4$ by 0.100 hartree. Then $n_x$ is still conserved and $T$ is unchanged, but the lowest root of the $x$ block rises by 0.100 hartree. A pure hole in this pair would give this value, because one electron remains to repel the one in $x$. The actual root also has components with other occupations of the pair, so in general the shift need not equal the repulsion. The other roots move by different amounts, so the change cannot be absorbed in $e_x$, and (5) is broken. A repulsion equal for all electrons would shift every root alike and only redefine $e_x$. A real diffuse orbital couples to electrons and nuclei, and also has matrix elements that change $n_x$ and so mix the two blocks. It reproduces (5) only approximately. The leading deviation is the attraction of the singly charged ion, which lowers the root by about $2\sqrt{2\alpha/\pi}$ hartree for an s Gaussian of small exponent $\alpha$ (in bohr$^{-2}$). This is 0.016 hartree at $\alpha=10^{-4}$ and 0.0016 hartree at $10^{-6}$, so the error vanishes only as $\sqrt\alpha$.

## 9. Water

Take O–H distances of 0.96 Å, an angle of 104.5°, the cc-pVDZ basis and all electrons correlated. With $o=10$ and $v=38$, removing a spin-up electron gives a matrix of dimension 670. The 1h weight below is $\sum_i r_i^2$ for a right eigenvector of unit length.

| Orbital | Koopmans (eV) | IP-EOM-CCSD (eV) | 1h weight |
|---|---|---|---|
| 5 | 13.41 | 11.79 | 0.948 |
| 4 | 15.40 | 14.10 | 0.951 |
| 3 | 18.99 | 18.44 | 0.962 |

An independent spin-adapted solver gives the same three roots. The first equals 0.4332 hartree.

Dividing (2) by $r_h$, with $h$ the dominant hole, splits the lowest root into its parts. The other 1h terms contribute 0.000 eV, and the rest give

$$\omega=\underbrace{14.973}_{-F_{hh}}\;\underbrace{-\,0.014}_{F_{me}}\;\underbrace{-\,3.170}_{W_{mnhe}}=11.789\ \text{eV},$$

which matches the computed 11.788 eV within rounding.

The ground-state amplitudes raise the diagonal from Koopmans' 13.414 eV to 14.973 eV, by 1.559 eV. Of this change, 1.505 eV is the lost pair correlation of Section 5 and 0.054 eV comes from the $T_1$ dressing. Coupling to 2h1p states then lowers the root by 3.184 eV, about twice that amount in this basis (the ratio falls to 1.7 in cc-pVTZ). Those states carry both the relaxation of the remaining orbitals and the correlation of the ion, which this split does not separate.

## 10. Limits of the approximation

For H$_4$ in the STO-3G basis, full configuration interaction gives 0.424243 hartree, and IP-EOM-CCSD lies 0.00024 hartree below it. The deviation can have this sign because the eigenproblem is not variational: $\bar H$ is not Hermitian, and the value is a difference of two approximate energies. Here the first cause dominates: $E+\omega$ lies 0.00023 hartree below the exact ion energy, while the CCSD energy lies only 0.00001 hartree above the exact neutral one.

For two electrons the states that are mainly 2h1p are exact, like every root in Section 1. With more electrons the 3h2p and higher determinants are missing from the space. A one-hole state has the next class, 2h1p, available, whereas a mainly 2h1p state lacks its next class, 3h2p. How large an error this causes depends on the system and the state, and it is not determined here. The matrix is built from the ground-state CCSD amplitudes, so the roots also depend on their quality.

The water energies are vertical values in a small basis and are not converged to the digits shown: in cc-pVTZ the three roots rise by 0.60, 0.51 and 0.36 eV (to 12.39, 14.62 and 18.80 eV), and in aug-cc-pVDZ by 0.59, 0.56 and 0.45 eV. They leave out larger basis sets, higher excitations, relativity and nuclear motion, so they are not predictions of measured ionization energies.

## Calculated quantities

```
H4 atoms (angstrom): H 0 0 0; H 0 0.10 0.80; H 1.40 0.20 0.10; H 1.30 0.75 0.80
H4/STO-3G CCSD total energy: -2.162455 hartree
H4 size of 1h+2h1p space: 28
H4 size of enlarged EE space: 80
H4 largest IP matrix error, formula vs definition: 3.0e-10 hartree
H4 largest CCSD residual, x included: 2.8e-09 hartree
H4 largest EE element between n_x=0 and n_x=1: 0.0e+00 hartree
H4 largest error of EE x-block = IP + e_x: 3.0e-10 hartree
Energy e_x of orbital x: 0.300 hartree
H4 lowest IP root: 0.424002 hartree
H4 lowest EE root with x filled: 0.724002 hartree
H4 full-CI lowest ionization energy: 0.424243 hartree
H4 IP-EOM-CCSD minus full CI: -0.000241 hartree
Test repulsion between x and top occupied pair: 0.100 hartree
Shift of lowest x-root by that repulsion: 0.099999 hartree
H4 IP matrix change without vvvv integrals: 0.0e+00 hartree
H2/6-31G (0.74 angstrom) lowest IP root: 0.595112 hartree
H2 exact in basis: 0.595112 hartree
H2 largest error over all 8 roots: 2.1e-11 hartree
Multiplications per IP product, o=4, v=16: 36112
Multiplications per IP product, o=8, v=32: 903232
Multiplications per IP product, o=16, v=64: 24920320
Growth on doubling o and v: 25.01, then 27.59 (N^5: 32)
Growth of one-time intermediates, o=4 to 8: 59.83 (N^6: 64)
Water: O-H 0.96 angstrom, H-O-H 104.5 degrees, cc-pVDZ, all electrons
Water occupied, virtual spin-orbitals: 10, 38
Water RHF total energy: -76.026654 hartree
Water CCSD total energy: -76.240134 hartree
Water IP matrix size, alpha removal: 670
Water root 1: orbital 5, Koopmans 13.414 eV, IP-EOM-CCSD 11.788 eV, 1h weight 0.9479
Water root 2: orbital 4, Koopmans 15.404 eV, IP-EOM-CCSD 14.103 eV, 1h weight 0.9511
Water root 3: orbital 3, Koopmans 18.988 eV, IP-EOM-CCSD 18.435 eV, 1h weight 0.9618
Water root 1, contribution of -F_hh: 14.973 eV
Water root 1, contribution of other 1h terms: 0.000 eV
Water root 1, contribution of F_me terms: -0.014 eV
Water root 1, contribution of W_mnhe terms: -3.170 eV
Water lowest ionization energy: 0.433206 hartree
Water largest difference from spin-adapted solver: 2.0e-09 hartree
```
